# Why confined slab phonons can lower electron mobility in ultrathin silicon

**Q.** I calculate the acoustic-phonon-limited mobility of a silicon film a few nanometres thick. When I replace bulk phonons by the vibrational modes of the slab, with the same deformation potential, the mobility falls. I had expected fewer modes to mean less scattering. What exactly is being compared?

**A.** The electron is the same in both calculations; the elastic surroundings differ. With bulk phonons, silicon continues above and below the film as far as the vibrations are concerned. With free slab modes, the surfaces at $z=\pm a/2$ carry no stress.

Let the electrons occupy one subband with density $\rho(z)$, $\int\rho\,dz=1$, vanishing outside the film. For hard walls

$$\rho(z)=\frac2a\cos^2\frac{\pi z}{a}=\frac1a(1+\cos gz),\qquad g=\frac{2\pi}{a}.$$

The solid is isotropic, with Lamé constants $\lambda,\mu$, longitudinal modulus $M=\lambda+2\mu$ and mass density $\rho_m$. The potential is $\Xi\,\nabla\cdot\mathbf u$. A mode with in-plane wave number $q$ along $x$ is

$$u_x=-iU(z)e^{iqx},\quad u_z=W(z)e^{iqx},\quad \int(U^2+W^2)dz=1.$$

The factor $-i$ makes both strains real: $\partial_xu_x=qU e^{iqx}$ and $\partial_zu_z=W'e^{iqx}$. The electron therefore sees mode $n$ through

$$O_n=q\int\rho U_n\,dz+\int\rho W_n'\,dz .$$

The first term is a displacement overlap times $q$, the in-plane strain. The second is the thickness strain. They can have opposite signs. Modes polarised along $y$ have no dilatation and drop out.

**Q.** How do these overlaps become a scattering strength?

**A.** Take phonon energies well below $kT$, so that the vibrations are classical. Over an area $A$, amplitude $a_n(q)$ has potential energy $\tfrac12A\rho_m\omega_n^2|a_n|^2$. The amplitudes at $q$ and $-q$ are complex conjugates, so the pair has energy $A\rho_m\omega_n^2|a_n|^2$ and two real coordinates, each carrying $kT/2$. Hence $\langle|a_n|^2\rangle=kT/(A\rho_m\omega_n^2)$, and

$$\langle|V_q|^2\rangle=\frac{\Xi^2kT}{A}\chi(q),\qquad \chi(q)=\sum_n\frac{O_n^2}{\rho_m\omega_n^2}.$$

This includes absorption and emission. A count of modes does not decide the rate; each counts by its squared overlap divided by its squared frequency.

The sum is also a static compliance. Apply a load with energy $-fD$ per area, where $D=\sum_na_nO_n$ is the dilatation averaged over the electron. Minimising $\sum_n(\tfrac12\rho_m\omega_n^2a_n^2-fa_nO_n)$ gives $a_n=fO_n/(\rho_m\omega_n^2)$, hence $D=f\chi$. A film that dilates easily under a static load also has large thermal fluctuations of that dilatation.

**Q.** What is $\chi$ for bulk phonons?

**A.** Only longitudinal waves have dilatation. One with total wave number $Q$ has squared dilatation proportional to $Q^2$ and $\rho_m\omega^2=MQ^2$. The factors $Q^2$ cancel, leaving $1/M$ times the squared form factor of $\rho$. By Parseval's theorem,

$$\chi_{\rm bulk}=\frac1M\int_{-\infty}^{\infty}\frac{dq_z}{2\pi}\left|\int\rho\,e^{iq_zz}dz\right|^2=\frac1M\int\rho^2dz=\frac{3}{2aM}.$$

The last step uses $\int\rho^2dz=(1+\tfrac12)/a$. The result does not depend on $q$.

**Q.** And which slab mode makes the difference?

**A.** Take $q\to0$ first, where two kinds of mode contribute. Thickness-shear modes drop out in this limit: their overlap is proportional to $q$ while their frequency stays finite, so their terms vanish as $q^2$. Flexural modes have zero overlap by symmetry, as shown below.

The thickness standing waves with even dilatation have $W=\sqrt{2/a}\,\sin k_jz$. A stress-free surface requires $W'(\pm a/2)=0$, so $k_j=(2j-1)\pi/a$. Their overlap is $O_j=\sqrt{2/a}\,k_jc_j$ with $c_j=\int\rho\cos k_jz\,dz$, and $\rho_m\omega_j^2=Mk_j^2$. Thus

$$\sum_j\frac{O_j^2}{\rho_m\omega_j^2}=\frac1M\sum_j\frac2ac_j^2=\frac1M\int\rho^2dz=\chi_{\rm bulk},$$

because the functions $\sqrt{2/a}\cos k_jz$ form a complete orthonormal set for even functions on the film. Discrete standing waves have replaced a continuum without any loss of scattering strength.

The extensional mode is still to be added. It stretches the film in its plane with $U=1/\sqrt a$. Zero normal stress, $\lambda qU+MW'=0$, gives $W'=-(\lambda/M)qU$: the film thins as it stretches. Since $M-\lambda=2\mu$,

$$O_{\rm ext}=\frac{q}{\sqrt a}\left(1-\frac{\lambda}{M}\right)=\frac{2\mu q}{M\sqrt a}.$$

After the thickness has relaxed, the stretching modulus is $M-\lambda^2/M$. With $M+\lambda=2(\lambda+\mu)$,

$$\rho_m\omega_{\rm ext}^2=q^2\frac{(M-\lambda)(M+\lambda)}{M}=\frac{4\mu(\lambda+\mu)q^2}{M}.$$

Its contribution is therefore

$$\frac{O_{\rm ext}^2}{\rho_m\omega_{\rm ext}^2}=\frac{\mu}{(\lambda+\mu)aM}=\frac23\frac{\mu}{\lambda+\mu}\,\chi_{\rm bulk}.$$

Both $O_{\rm ext}^2$ and $\omega_{\rm ext}^2$ vanish as $q^2$, so the ratio survives.

For rough silicon values, $\mu=67.9$ GPa and $\lambda=52.8$ GPa, the excess is $\tfrac23(67.9/120.7)=0.375$. Numerically, at $q=0.02$ nm$^{-1}$, the extensional mode has share 0.3749 of $\chi_{\rm bulk}$ and all higher modes together 1.0000.

**Q.** Is this simply because slab phonons are slower?

**A.** Not for this mode. Its speed is 8640 m/s against 9000 m/s for the bulk longitudinal wave. The factor $1/\omega^2$ gains $(9000/8640)^2\approx1.09$, so the lower speed accounts for a small part of the 0.375. What matters is that the mode exists in addition to a set of standing waves that already supplies the bulk strength.

**Q.** What about the flexural modes, which are soft and have large displacements?

**A.** In a flexural mode $U$ is odd and $W$ is even in $z$, so the dilatation $qU+W'$ is odd. Its overlap with a centred, even $\rho$ is zero, however large the displacement. A gate field that pushes the electron to one side removes this cancellation and lets flexural modes scatter.

**Q.** My electrons do not have $q=0$. Does the excess survive?

**A.** The static problem can be solved at any $q$. The load $-f\rho\,\nabla\cdot\mathbf u$ adds $-f\rho$ to each normal stress. Try $\mathbf u=\nabla(\varphi(z)e^{iqx})$. Equilibrium holds if $M(\varphi''-q^2\varphi)=f\rho$, which is solved by

$$\varphi=-\frac{f}{Ma}\left[\frac1{q^2}+\frac{\cos gz}{q^2+g^2}\right].$$

The dilatation is $f\rho/M$, which yields $\chi_{\rm bulk}$. The surface stresses are still wrong. Using $\varphi''=q^2\varphi+f\rho/M$,

$$\sigma_{zz}=\frac{\lambda f\rho}{M}+2\mu\varphi''-f\rho=2\mu q^2\varphi,\qquad \sigma_{xz}=2i\mu q\varphi'.$$

At $z=h=a/2$ we have $\cos gh=-1$ and $\sin gh=0$. The shear stress vanishes, and $\sigma_{zz}=-t$ with

$$t=\frac{2\mu fG}{Ma},\qquad G=\frac{g^2}{q^2+g^2}.$$

A load-free solution with surface stress $+t$ must be added. Write its stresses as $\sigma_{xx}=\Phi''$, $\sigma_{zz}=-q^2\Phi$, $\sigma_{xz}=-iq\Phi'$. This satisfies equilibrium, and compatibility of the strains makes $\Phi e^{iqx}$ biharmonic. The even solution is $\Phi=P\cosh qz+Qz\sinh qz$. With $s=\sinh qh$, $c=\cosh qh$, the condition $\Phi'(h)=0$ gives $P=-Q(s+qhc)/(qs)$. Then, from $c^2-s^2=1$,

$$\Phi(h)=\frac{Q}{qs}\left(qhs^2-sc-qhc^2\right)=-\frac{Q(sc+qh)}{qs}.$$

Setting $-q^2\Phi(h)=t$ gives $Q=ts/[q(sc+qh)]$. In plane strain $\sigma_{xx}+\sigma_{zz}=2(\lambda+\mu)\Delta$, while $\Phi''-q^2\Phi=2qQ\cosh qz$. The added dilatation is therefore

$$\Delta=\frac{ts\cosh qz}{(\lambda+\mu)(sc+qh)}.$$

Its average over the electron needs

$$\int\rho\cosh qz\,dz=\frac1a\left[\frac{2s}{q}-\frac{2qs}{q^2+g^2}\right]=\frac{2sG}{aq}.$$

Multiply, divide by $f$, and set $x=qa=2qh$, so that $2s^2=\cosh x-1$ and $2sc=\sinh x$. Relative to $\chi_{\rm bulk}$ the result is

$$R(q)=\frac{\chi_{\rm free}}{\chi_{\rm bulk}}=1+\frac23\frac{\mu}{\lambda+\mu}G^2S,\qquad S=\frac{4(\cosh x-1)}{x(\sinh x+x)}.$$

For small $x$, $S\simeq1-x^4/720$ and $G^2\simeq1-x^2/(2\pi^2)$, so the first decrease comes from $G$. For large $x$, $S\to4/x$ and $G\to0$: the surfaces no longer matter and $R\to1$.

**Q.** Can you show the modes for an actual film?

**A.** Take $a=3$ nm at 300 K, with in-plane mass $0.19\,m_e$. The thermal wave number $\sqrt{2mkT}/\hbar$ is 0.359 nm$^{-1}$, so $x=1.077$. The three strongest modes at this $q$ are:

| Energy (meV) | In-plane overlap | Thickness overlap | Total | Share of $\chi_{\rm bulk}$ |
|---|---|---|---|---|
| 2.03 | 0.208 | −0.066 | 0.142 | 0.344 |
| 6.00 | 0.036 | −0.674 | −0.638 | 0.794 |
| 7.95 | 0.141 | 0.254 | 0.395 | 0.173 |

Overlaps are in nm$^{-3/2}$. In the first row, thinning cancels about a third of the in-plane strain. Compared with the second mode, its squared overlap is about 20 times smaller, but $1/\omega^2$ is $(6.00/2.03)^2\approx8.7$ times larger. Its share is thus still 0.43 of the second mode's.

All modes sum to 1.353. The closed formula, with $G^2=0.944$ and $S=0.998$, gives $1+0.375\times0.944\times0.998=1.353$.

**Q.** Must confinement always increase the scattering?

**A.** No. The surface condition decides, as an energy argument shows. For elastic energy $E[\mathbf u]$,

$$\tfrac12f^2\chi=\max_{\mathbf u}\left(fD[\mathbf u]-E[\mathbf u]\right).$$

Start from the continued medium and delete the silicon outside. Every displacement keeps its $D$, because the electron is inside, but loses a non-negative outer energy. The maximum cannot fall, so $\chi_{\rm free}\ge\chi_{\rm bulk}$.

Now clamp the surfaces instead. Every allowed displacement, extended by zero outside, was already allowed in the continued medium. The maximum is taken over fewer displacements, so $\chi_{\rm clamped}\le\chi_{\rm bulk}$.

A bonded surrounding whose bulk and shear moduli are both lower than the film's lies between bulk and free. These orderings hold for any density inside the film and any linear strain coupling, within classical linear elasticity.

For clamped faces and $q\to0$, the thickness strain is $W'=(f\rho+C)/M$. Fixed faces require $\int W'dz=0$, hence $C=-f/a$, and

$$\chi_{\rm clamped}=\frac1M\left(\int\rho^2dz-\frac1a\right)=\frac{1}{2aM}=\frac13\chi_{\rm bulk}.$$

**Q.** What does this do to the mobility?

**A.** For nearly elastic scattering, the golden rule with momentum weight $1-\cos\theta$ is

$$\frac1\tau=\frac{2\pi}{\hbar}\sum_{\mathbf k'}\frac{\Xi^2kT\chi(q)}{A}(1-\cos\theta)\,\delta(E-E').$$

Acoustic phonons preserve spin and, here, the valley, so the density of final states is $Am/(2\pi\hbar^2)$. Therefore

$$\frac1\tau=\frac{m\Xi^2kT}{\hbar^3}\left\langle(1-\cos\theta)\,\chi\!\left(2k\sin\tfrac\theta2\right)\right\rangle_\theta .$$

At low electron density the mobility is $e\langle\tau\rangle/m$, with $\langle\tau\rangle=\int_0^\infty\tau\,y e^{-y}dy$ and $y=E/kT$.

For bulk phonons $\chi$ is constant and the angular average of $1-\cos\theta$ is one. With $\Xi=12$ eV, the prefactor is $2.26\times10^{15}$ N m$^{-1}$s$^{-1}$ and $\chi_{\rm bulk}=0.00265$ m/N. The rate is 5.99 ps$^{-1}$, so $\tau=0.167$ ps and the mobility is 1546 cm²/Vs (0.155 m²/Vs).

With $\Xi$, mass and thickness held fixed, the free film gives 1221 cm²/Vs, a fall of 21%. The limit $x\to0$ would give $1-1/1.375=27\%$. The actual fall is smaller because the electrons exchange finite wave numbers, and $R$ decreases with $q$; the weight $1-\cos\theta$ adds to this by favouring the larger ones. Thinner films have smaller $qa$: with only the lowest subband included, the fall is 24% at 2 nm and 18% at 4 nm, each relative to bulk phonons at the same thickness.

Clamped faces raise the mobility by 41%, to 2181 cm²/Vs. This is far from the threefold rise suggested by $q\to0$. The clamped compliance must therefore grow with $q$, and it does so already at $qa$ of order one, where the wavelength is still several times the thickness. It approaches $\chi_{\rm bulk}$ only as the wavelength shrinks to the thickness and below.

**Q.** My films sit in oxide, and silicon has an anisotropic deformation potential. How much of the 21% should I believe?

**A.** The energy argument fixes the sign when all of the surroundings are elastically softer than silicon, as oxide is. Bonded surroundings with both moduli higher than silicon's raise the mobility instead, provided they fill the space outside the film; a stiff layer about a nanometre thick with vacuum behind it can still lower the mobility, and mixed stacks are covered by neither bound. The size is less certain still. The film's parameters are rough typical silicon values, and free surfaces do not describe a film bonded to oxide. For thick bonded oxide on both sides, with rough sound speeds of 5900 and 3700 m/s, the fall is 9%. Thin oxide, metal gates and imperfect bonding need their own elastic calculation.

The deformation potential matters in a less obvious way. Replace $\Xi\nabla\cdot\mathbf u$ by $\Xi_d\nabla\cdot\mathbf u+\Xi_u\partial_zu_z$, with rough values 1 and 10 eV. The in-plane and thickness strains then have coefficients 1 and 11 eV. Repeating the $q\to0$ calculation, the extensional excess becomes

$$\frac23\,\frac{(1/11-\lambda/M)^2}{1-\lambda^2/M^2}\approx0.026,$$

because the in-plane strain now has only 1/11 of the thickness coefficient, and the Poisson thinning, which enters with the opposite sign, is only $\lambda/M=0.28$ of the stretch. One might expect the mobility change nearly to vanish. The computed fall is instead 28%, from 2592 to 1865 cm²/Vs.

The bulk reference has changed. If its compliance kept its $q\to0$ value, the bulk mobility would be $1546(12/11)^2\approx1840$ cm²/Vs. It is much higher because bulk waves travelling nearly in the plane couple weakly: the longitudinal ones through 1 eV, and the transverse ones not at all in the in-plane limit. These waves have the largest form factors. Oblique transverse waves, which now couple through $\Xi_u$, restore only part of the loss. The free film stays near 1840 cm²/Vs, since its faces let the thickness strain develop. The energy ordering still holds, but for these values the extensional mode is no longer the main explanation. Quoted values of $\Xi_d$ for silicon differ widely, even in sign. With a large negative $\Xi_d$ the in-plane coefficient is no longer the small one, and the fall can be smaller than 21%, though the free film still scatters more.

Other corrections are smaller or affect both calculations:

- Cubic elasticity gives $R=1.36$ along [100] and 1.34 along [110] at the thermal $q$, close to the isotropic 1.35.
- Quantum occupation changes the film's strain fluctuation by 0.5%. An estimate of energy exchange lowers the total rate by about 1% in both cases.
- The next subband lies 136 meV up, with Boltzmann factor 0.005, and the fourfold valleys 174 meV up, with 0.001.
- The moving walls also shift the subband energy, $E_1\approx136/3=45$ meV. Since $E_1\propto a^{-2}$, the coupling to thickness strain is about $2E_1=0.09$ eV, small beside 12 eV.

Intervalley phonons and thickness roughness dilute the effect. With a 60 meV phonon of coupling $1.1\times10^9$ eV/cm, and roughness of 0.3 nm rms with 1.5 nm correlation length, the mobility falls from 966 to 816 cm²/Vs, or 16%. These are rough inputs, held the same in both cases.

Finally, the density assumed for screening is $10^{10}$ cm$^{-2}$, far below that of a transistor in its on state. An estimate that lets the electrons interact as if in vacuum raises both mobilities by about 11% and leaves the 21% fall unchanged. The 11% is an overestimate, because the polarisation of the silicon film weakens that interaction and hence the screening. At device densities, screening and degeneracy must be included from the start. The full set of values is in the numerical output.

## Computed results

```
film thickness 3.0 nm, temperature 300 K, kT 25.85 meV
density 2330 kg/m3, c_l 9000 m/s, c_t 5400 m/s
M 188.7 GPa, mu 67.9 GPa, lambda 52.8 GPa
in-plane mass 0.19 m_e, thickness mass 0.92 m_e, Xi 12.0 eV
thermal wave number 0.359 1/nm, q*a 1.077
bulk compliance 0.00265 1/(GPa nm)
small q = 0.02 1/nm, shares of the bulk compliance:
  extensional mode 0.3749, all higher modes 1.0000
  thickness/in-plane strain of extensional mode -0.2801
  extensional speed 8640 m/s
  clamped film, total share 0.3340
modes at thermal q: energy meV | in-plane, thickness, total overlap nm^-3/2 | share
    2.033 |   0.2083  -0.0659   0.1424 | 0.3442
    5.998 |   0.0360  -0.6740  -0.6380 | 0.7943
    7.946 |   0.1406   0.2544   0.3950 | 0.1734
   14.914 |   0.0017   0.0910   0.0927 | 0.0027
   18.730 |   0.0047   0.4298   0.4344 | 0.0378
  sum over all modes 1.3533, closed ratio 1.3533
relaxation rate at E = kT, free film 7.858 1/ps
  same from direct sum over final states 7.858 1/ps
acoustic mobility, cm2/Vs, and change from bulk phonons:
  bulk phonons 1546
  free film 1221, change -21.1 %
  film in thick oxide 1409, change -8.9 %
  clamped film 2181, change 41.0 %
  free film of 2 nm: change -24.3 %
  free film of 4 nm: change -17.6 %
oxide: density 2200 kg/m3, c_l 5900 m/s, c_t 3700 m/s
neglected effects:
  quantum/classical strain fluctuation, film 1.0051
  energy-exchange rate factor: film 0.9907, bulk 0.9875
  cubic constants C11 166, C12 64, C44 80 GPa
  cubic free/bulk ratio at thermal q: [100] 1.3595, [110] 1.3375
  two-constant coupling: Xi_d 1.0 eV, Xi_u 10.0 eV
    bulk 2592, free 1865 cm2/Vs, change -28.1 %
  screening at 1e+10 cm^-2 in vacuum: q_s 0.0350 1/nm
    bulk 1720, free 1356 cm2/Vs, change -21.1 %
  intervalley phonon 60 meV, coupling 1.1e+09 eV/cm
  thickness roughness rms 0.3 nm, correlation length 1.5 nm
    with both: bulk 966, free 816 cm2/Vs, change -15.6 %
  second subband 136 meV up, Boltzmann factor 0.0051
  fourfold valleys 174 meV up, Boltzmann factor 0.00117
  degeneracy: density/(states within kT) 0.0024
```
